**Maximum overlap selection, drift and a carbon core hole**

MOM occupies the new orbitals with the largest squared projections \(p_j\) on the previous occupied space, while IMOM projects on the initial space. The program asserts, by enumerating occupied sets, that this choice maximises the projector overlap, and it exhibits a case where the determinant overlap nevertheless vanishes. In a two-site model with hopping \(t\), site-energy difference \(D\) and repulsion \(U\), it asserts the limit of existence of a doubly excited solution by counting energy extrema. Beyond that limit MOM drifts through \(72.3^\circ\) although no step overlap falls below 0.866, and IMOM does not converge. In a second model case an undamped first step makes MOM lose a hole that IMOM keeps; damping from the start lets MOM keep it too. For the carbon 1s hole in UHF, both methods give a relaxed ionisation energy of 295.1 eV, against 307.5 eV with frozen orbitals. The program also asserts the closed formula for the energy along the rotation that refills the core, whose negative coefficient shows that the hole state is not a minimum.

## Numerical verification

```python
# Result under test: the maximum overlap method (MOM) occupies the new orbitals
# with the largest squared projections on a reference occupied space. This
# maximises the projector overlap in one step but permits accumulated drift.
# The initial-reference variant (IMOM) keeps the starting space as reference.
# Symbols: t hopping, D site-energy difference, U on-site repulsion,
# c = n1-n2 population difference for one spin, p = squared projection score.
# Model energies are in units of t; carbon energies are in hartree.
import itertools
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf

# ---------- selection rule, by enumeration of all occupied sets ----------
rng = np.random.default_rng(7)
n_orb, n_occ = 7, 3
for trial in range(60):
    x = rng.normal(size=(n_orb, n_orb))
    new = expm(0.15 * (x - x.T))
    ref = np.eye(n_orb)[:, :n_occ]
    overlap = ref.T @ new
    score = np.sum(overlap**2, axis=0)
    sets = list(itertools.combinations(range(n_orb), n_occ))
    traces = []
    for chosen in sets:
        occ = new[:, chosen]
        trace = np.trace(ref @ ref.T @ occ @ occ.T)
        traces.append(trace)
        det2 = np.linalg.det(overlap[:, chosen])**2
        assert det2 >= trace - (n_occ - 1) - 1e-11
    best = set(sets[int(np.argmax(traces))])
    assert best == set(np.argsort(-score)[:n_occ])
    rotation = np.linalg.qr(rng.normal(size=(n_occ, n_occ)))[0]
    rotated = (ref @ rotation).T @ new
    assert np.allclose(np.sum(rotated**2, axis=0), score)
    assert not np.allclose(rotated.sum(axis=0), overlap.sum(axis=0))

# Two reference orbitals projected on five new orthonormal orbitals.
frame = np.array([[2**-0.5, 2**-0.5, 0, 0, 0],
                  [0, 0, 3**-0.5, 3**-0.5, 3**-0.5]])
assert np.allclose(frame @ frame.T, np.eye(2))
frame_score = np.sum(frame**2, axis=0)
top = np.argsort(-frame_score)[:2]
top_det = abs(np.linalg.det(frame[:, top]))
other_det = abs(np.linalg.det(frame[:, [0, 2]]))
assert top_det < 1e-12 and other_det > 0.3
print("Counterexample scores:", np.round(frame_score, 4))
print(f"Largest-trace set: trace {frame_score[top].sum():.4f}, |det| {top_det:.4f}")
print(f"Other set: trace {frame_score[[0, 2]].sum():.4f}, |det| {other_det:.4f}")

# ---------- two-site model ----------
t, U = 1.0, 8.0


def one_body(D):
    return np.array([[-D / 2, -t], [-t, D / 2]])


def model_energy(alpha, beta, D):
    """Expectation value in the explicit four-state two-electron space."""
    h = one_body(D)
    H = np.kron(h, np.eye(2)) + np.kron(np.eye(2), h)
    H += U * np.diag([1.0, 0.0, 0.0, 1.0])
    state = np.kron(alpha, beta)
    return state @ H @ state


def model_scf(D, start, rules, damping=1.0, plain_steps=0, max_iter=3000):
    start = [np.array(v, float) for v in start]
    current = [v.copy() for v in start]
    density = [v**2 for v in start]
    history, picks, converged = [current], [], False
    for iteration in range(max_iter):
        new, pick = [], []
        for spin in (0, 1):
            F = one_body(D) + U * np.diag(density[1 - spin])
            vectors = np.linalg.eigh(F)[1]
            if rules[spin] == "aufbau":
                j = 0
            else:
                ref = current[spin] if rules[spin] == "MOM" else start[spin]
                j = int(np.argmax((ref @ vectors)**2))
            new.append(vectors[:, j])
            pick.append(j)
        residual = max(np.max(abs(new[s]**2 - density[s])) for s in (0, 1))
        current = new
        history.append(current)
        picks.append(pick)
        if residual < 1e-12:
            converged = True
            break
        mix = 1.0 if iteration < plain_steps else damping
        density = [density[s] + mix * (new[s]**2 - density[s]) for s in (0, 1)]
    return dict(orb=current, history=history, picks=picks, ok=converged,
                n=len(picks), E=model_energy(*current, D))


def polarization(v):
    return v[0]**2 - v[1]**2


def check_stationary(result, D):
    step = 1e-4
    for spin in (0, 1):
        v = result["orb"][spin]
        perpendicular = np.array([-v[1], v[0]])
        values = []
        for sign in (1, -1):
            trial = list(result["orb"])
            trial[spin] = np.cos(step) * v + sign * np.sin(step) * perpendicular
            values.append(model_energy(*trial, D))
        assert abs(values[0] - values[1]) / (2 * step) < 1e-6


def closed_shell_extrema(D):
    """Orbital angles at extrema of the doubly occupied orbital energy."""
    angle = (np.arange(20000) + 0.137) * np.pi / 20000
    orb = np.column_stack((np.cos(angle), np.sin(angle)))
    pair = np.einsum('ki,kj->kij', orb, orb).reshape(-1, 4)
    h = one_body(D)
    H = np.kron(h, np.eye(2)) + np.kron(np.eye(2), h)
    H += U * np.diag([1.0, 0.0, 0.0, 1.0])
    E = np.sum((pair @ H) * pair, axis=1)
    slope = np.roll(E, -1) - E
    return angle[slope * np.roll(slope, 1) < 0]


D_critical = (U**(2 / 3) - (2 * t)**(2 / 3))**1.5
assert len(closed_shell_extrema(D_critical - 0.02)) == 4
assert len(closed_shell_extrema(D_critical + 0.02)) == 2

c_start = 0.9
guess = np.array([np.sqrt((1 + c_start) / 2), -np.sqrt((1 - c_start) / 2)])
D_drift, D_control = 4.0, 3.0
drift = model_scf(D_drift, [guess, guess], ["MOM", "MOM"])
fixed = model_scf(D_drift, [guess, guess], ["IMOM", "IMOM"], max_iter=500)
control = [model_scf(D_control, [guess, guess], [r, r]) for r in ("MOM", "IMOM")]
assert drift["ok"] and not fixed["ok"]
check_stationary(drift, D_drift)
assert all(p == [1, 1] for p in drift["picks"])
path = [pair[0] for pair in drift["history"]]
step_overlap = np.array([abs(path[k] @ path[k + 1]) for k in range(len(path) - 1)])
step_angles = np.degrees(np.arccos(np.clip(step_overlap, 0, 1)))
final_overlap = abs(path[0] @ path[-1])
final_angle = np.degrees(np.arccos(final_overlap))
assert step_overlap.min() > 0.8 and final_overlap < 0.4
assert abs(step_angles.sum() - final_angle) < 1e-3

# IMOM rejects every stationary orbital at the drift parameters.
for angle in closed_shell_extrema(D_drift):
    v = np.array([np.cos(angle), np.sin(angle)])
    vectors = np.linalg.eigh(one_body(D_drift) + U * np.diag(v**2))[1]
    selected = vectors[:, np.argmax((guess @ vectors)**2)]
    assert abs(selected @ v) < 0.1
for result in control:
    assert result["ok"] and abs(guess @ result["orb"][0]) > 0.95
    check_stationary(result, D_control)
assert abs(control[0]["E"] - control[1]["E"]) < 1e-9

print(f"Double excitation: t={t:.1f}, U={U:.1f}, D={D_drift:.1f} (units of t)")
print(f"Critical D: {D_critical:.5f} t; starting c: {c_start:.3f}")
print("MOM step: c, overlap with previous, overlap with start")
for k in range(1, min(12, len(path))):
    print(f"{k:2d}: {polarization(path[k]):8.5f} {step_overlap[k-1]:.5f} "
          f"{abs(path[0] @ path[k]):.5f}")
print(f"MOM final c {polarization(path[-1]):.6f}, E {drift['E']:.6f} t, "
      f"iterations {drift['n']}")
print(f"Smallest step overlap {step_overlap.min():.5f}; final {final_overlap:.5f}")
print(f"Sum of step angles {step_angles.sum():.3f} deg; final {final_angle:.3f} deg")
print("IMOM first 20 choices (L lower, U upper):",
      ''.join('LU'[p[0]] for p in fixed["picks"][:20]))
print(f"IMOM converged after {fixed['n']} iterations: {fixed['ok']}")
print(f"Control D={D_control:.1f} t: c {polarization(control[0]['orb'][0]):.6f}, "
      f"E {control[0]['E']:.6f} t (MOM and IMOM)")

# Hole in the lower beta level, with the alpha electron free to relax.
D_hole, damping = 2.0, 0.05
bonding = np.array([1.0, 1.0]) / np.sqrt(2)
antibonding = np.array([1.0, -1.0]) / np.sqrt(2)
hole_start = [bonding, antibonding]
hole_mom = model_scf(D_hole, hole_start, ["aufbau", "MOM"], damping, 1)
hole_imom = model_scf(D_hole, hole_start, ["aufbau", "IMOM"], damping, 1)
hole_slow = model_scf(D_hole, hole_start, ["aufbau", "MOM"], damping, 0)
for result in (hole_mom, hole_imom, hole_slow):
    assert result["ok"]
    check_stationary(result, D_hole)
assert hole_mom["picks"][-1][1] == 0
assert all(p[1] == 1 for p in hole_imom["picks"])
assert hole_mom["E"] < hole_imom["E"] - 0.1
assert abs(hole_slow["E"] - hole_imom["E"]) < 1e-8
switch = next(k + 1 for k, p in enumerate(hole_mom["picks"]) if p[1] == 0)
# Recompute the competing scores at the switching step.
before = hole_mom["history"][switch - 1]
assert switch == 2  # density is still the undamped density from step one
F = one_body(D_hole) + U * np.diag(before[0]**2)
vectors = np.linalg.eigh(F)[1]
moving_scores = (before[1] @ vectors)**2
initial_scores = (antibonding @ vectors)**2
assert moving_scores[0] > moving_scores[1]
assert initial_scores[1] > initial_scores[0]
print(f"Model hole: D={D_hole:.1f} t, damping={damping:.2f}, first step undamped")
print(f"MOM switches at step {switch}; lower/upper scores", np.round(moving_scores, 5))
print("IMOM-reference lower/upper scores there", np.round(initial_scores, 5))
for label, result in (("MOM", hole_mom), ("IMOM", hole_imom),
                      ("MOM damped from start", hole_slow)):
    ca, cb = [polarization(v) for v in result["orb"]]
    print(f"{label}: c_alpha {ca:.6f}, c_beta {cb:.6f}, E {result['E']:.6f} t")

# ---------- carbon core hole ----------
contracted = gto.basis.load('cc-pvtz', 'C')
primitives = sorted({(shell[0], row[0]) for shell in contracted
                     for row in shell[1:] if isinstance(row, (list, tuple))})
basis = [[l, [exponent, 1.0]] for l, exponent in primitives]
mol = gto.M(atom='C 0 0 0', basis={'C': basis}, spin=2, verbose=0)
neutral = scf.UHF(mol)
neutral.conv_tol = 1e-11
neutral.max_cycle = 200
neutral.kernel()
assert neutral.converged
S = mol.intor('int1e_ovlp')
h_core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
nao = S.shape[0]
eri = mol.intor('int2e').reshape(nao, nao, nao, nao)
coulomb = eri.reshape(nao**2, nao**2)
exchange = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(nao**2, nao**2)


def J_matrix(P):
    return (coulomb @ P.ravel()).reshape(nao, nao)


def K_matrix(P):
    return (exchange @ P.ravel()).reshape(nao, nao)


def focks(P):
    J = J_matrix(P[0] + P[1])
    return [h_core + J - K_matrix(p) for p in P]


def atom_energy(P):
    F = focks(P)
    return 0.5 * sum(np.sum(P[s] * (h_core + F[s])) for s in (0, 1))


def atom_scf(start, rule):
    current = start
    P = [c @ c.T for c in start]
    first_scores = None
    for iteration in range(400):
        F = focks(P)
        new, energies, orbitals, occupied = [], [], [], []
        for spin in (0, 1):
            e, C = eigh(F[spin], S)
            ref = current[spin] if rule == "MOM" else start[spin]
            scores = np.sum((ref.T @ S @ C)**2, axis=0)
            if iteration == 0 and spin == 1:
                first_scores = scores.copy()
            count = start[spin].shape[1]
            idx = np.arange(count) if rule == "aufbau" else np.argsort(-scores)[:count]
            new.append(C[:, idx])
            energies.append(e)
            orbitals.append(C)
            occupied.append(idx)
        P_new = [c @ c.T for c in new]
        error = max(np.max(abs(P_new[s] - P[s])) for s in (0, 1))
        current = new
        if error < 1e-8:
            return dict(occ=new, P=P_new, E=atom_energy(P_new), eps=energies,
                        C=orbitals, idx=occupied, n=iteration + 1,
                        scores=first_scores)
        P = [0.5 * (P[s] + P_new[s]) for s in (0, 1)]
    raise AssertionError("carbon SCF did not converge")


Ca, Cb = neutral.mo_coeff
core_start = [Ca[:, :4], Cb[:, 1:2]]
frozen_E = atom_energy([c @ c.T for c in core_start])
frozen_ionisation = frozen_E - neutral.e_tot
assert abs(frozen_ionisation + neutral.mo_energy[1][0]) < 1e-5
ion = {rule: atom_scf(core_start, rule) for rule in ("aufbau", "MOM", "IMOM")}
hole = ion["IMOM"]
assert abs(ion["MOM"]["E"] - hole["E"]) < 1e-7
assert ion["aufbau"]["E"] < hole["E"] - 1
assert hole["E"] < frozen_E
assert hole["idx"][1][0] == 1

# Energy along the rotation that refills the beta 1s orbital.
core, valence = hole["C"][1][:, 0], hole["C"][1][:, 1]
P_valence = np.outer(valence, valence)
J_cv = core @ J_matrix(P_valence) @ core
K_cv = core @ K_matrix(P_valence) @ core
coefficient = hole["eps"][1][0] - hole["eps"][1][1] - J_cv + K_cv
for angle in (0.05, 0.3, 1.0):
    mixed = np.cos(angle) * valence + np.sin(angle) * core
    change = atom_energy([hole["P"][0], np.outer(mixed, mixed)]) - hole["E"]
    assert abs(change - coefficient * np.sin(angle)**2) < 2e-6
assert coefficient < 0

det_overlap = np.prod([np.linalg.det(ion["aufbau"]["occ"][s].T @ S @ hole["occ"][s])
                       for s in (0, 1)])
assert abs(det_overlap) > 1e-6
start_overlap = np.prod([np.linalg.det(core_start[s].T @ S @ hole["occ"][s])
                         for s in (0, 1)])
spin_square = 1.5 * 2.5 + 1 - np.sum((hole["occ"][0].T @ S @ hole["occ"][1])**2)
eV = physical_constants['Hartree energy in eV'][0]
relaxed_ionisation = hole["E"] - neutral.e_tot
print(f"Carbon UHF, uncontracted cc-pVTZ: {nao} basis functions")
print(f"Neutral triplet E: {neutral.e_tot:.6f} hartree")
print(f"Frozen core-hole E: {frozen_E:.6f} hartree")
for rule in ("aufbau", "MOM", "IMOM"):
    print(f"Ion {rule}: E {ion[rule]['E']:.6f} hartree, iterations {ion[rule]['n']}")
print("First-step beta scores, orbitals 1s and 2s:", np.round(hole["scores"][:2], 6))
print(f"Frozen 1s ionisation: {frozen_ionisation:.6f} hartree = "
      f"{frozen_ionisation * eV:.3f} eV")
print(f"Relaxed 1s ionisation: {relaxed_ionisation:.6f} hartree = "
      f"{relaxed_ionisation * eV:.3f} eV")
print(f"Relaxation lowering: {frozen_E - hole['E']:.6f} hartree")
print(f"Core-hole beta eps 1s, 2s: {hole['eps'][1][0]:.6f}, "
      f"{hole['eps'][1][1]:.6f} hartree")
print(f"J, K between them: {J_cv:.6f}, {K_cv:.6f} hartree")
print(f"Saddle coefficient: {coefficient:.6f} hartree")
print(f"Core-hole <S^2>: {spin_square:.6f}")
print(f"|Overlap| with frozen start: {abs(start_overlap):.6f}")
print(f"|Overlap| with lowest ion determinant: {abs(det_overlap):.6f}")
print("checks complete")
```

Output:

```
Counterexample scores: [0.5    0.5    0.3333 0.3333 0.3333]
Largest-trace set: trace 1.0000, |det| 0.0000
Other set: trace 0.8333, |det| 0.4082
Double excitation: t=1.0, U=8.0, D=4.0 (units of t)
Critical D: 3.74738 t; starting c: 0.900
MOM step: c, overlap with previous, overlap with start
 1:  0.84800 0.99855 0.99855
 2:  0.81215 0.99948 0.99631
 3:  0.78053 0.99966 0.99372
 4:  0.74656 0.99965 0.99043
 5:  0.70219 0.99948 0.98548
 6:  0.62885 0.99879 0.97593
 7:  0.45813 0.99479 0.94862
 8: -0.16520 0.94895 0.80038
 9: -0.93607 0.86649 0.39426
10: -0.98518 0.99563 0.30667
11: -0.98613 1.00000 0.30401
MOM final c -0.986144, E 12.166279 t, iterations 16
Smallest step overlap 0.86649; final 0.30396
Sum of step angles 72.305 deg; final 72.305 deg
IMOM first 20 choices (L lower, U upper): UUUUUUUULUUUUUUUULUU
IMOM converged after 500 iterations: False
Control D=3.0 t: c 0.904175, E 5.411929 t (MOM and IMOM)
Model hole: D=2.0 t, damping=0.05, first step undamped
MOM switches at step 2; lower/upper scores [0.64054 0.35946]
IMOM-reference lower/upper scores there [0.26008 0.73992]
MOM: c_alpha 0.978841, c_beta -0.945901, E -0.265564 t
IMOM: c_alpha 0.293943, c_beta 0.173118, E 3.765564 t
MOM damped from start: c_alpha 0.293943, c_beta 0.173118, E 3.765564 t
Carbon UHF, uncontracted cc-pVTZ: 42 basis functions
Neutral triplet E: -37.691622 hartree
Frozen core-hole E: -26.391870 hartree
Ion aufbau: E -37.160697 hartree, iterations 36
Ion MOM: E -26.846167 hartree, iterations 46
Ion IMOM: E -26.846167 hartree, iterations 46
First-step beta scores, orbitals 1s and 2s: [0.       0.960279]
Frozen 1s ionisation: 11.299752 hartree = 307.482 eV
Relaxed 1s ionisation: 10.845455 hartree = 295.120 eV
Relaxation lowering: 0.454297 hartree
Core-hole beta eps 1s, 2s: -10.412222, -1.133551 hartree
J, K between them: 0.898441, 0.069576 hartree
Saddle coefficient: -10.107536 hartree
Core-hole <S^2>: 3.771551
|Overlap| with frozen start: 0.866624
|Overlap| with lowest ion determinant: 0.003991
checks complete
```
